# The tight-binding bond model from the Harris-Foulkes functional, part 3

The tight-binding bond model has been derived from the Harris-Foulkes functional; its forces are now needed. Hartree atomic units are used, without spin polarisation. The density matrix $\rho$ (summed over spin, $\mathrm{Tr}\rho=N$, eigenvalues $2f_n$) refers to an orthonormal basis $\mu=(i,\alpha)$ of atoms and orbitals; its intersite elements are the bond orders $\Theta$. $S$ is the entropy, $\sigma$ the smearing width. For $\rho$ the Fermi filling of a fixed $H$ with chemical potential $\mu$,

$$\mathrm{Tr}\,\delta\rho\,H-\sigma\,\delta S=\mu\,\delta N. \tag{1}$$

The Harris-Foulkes functional, with input density $n_{in}$, levels $e_n$ and double-counting energy $E_{dc}$, is

$$F_{HF}[n_{in}]=\min_\rho F_{lin}=\sum_n2f_ne_n-\sigma S+E_{dc}[n_{in}]. \tag{5}$$

For input $n_0$, the sum of free-atom densities, with atomic energies $E^{at}_i$, levels $\varepsilon$, occupations $N^0$ and Löwdin Hamiltonian $\tilde H$,

$$E_{rep}=\mathrm{Tr}N^0\tilde H+E_{dc}[n_0]-\sum_iE^{at}_i, \tag{10}$$

$$F_{HF}[n_0]-\sum_iE^{at}_i=E_{bond}+E_{prom}+E_{rep}+E_{res}-\sigma S. \tag{12}$$

With $O$ the intersite overlap and $D$, $W$ the on-site and intersite Hamiltonian blocks before orthogonalisation, the first-order bond integrals are

$$\beta=W-\tfrac12\{O,D\}. \tag{14}$$

The model takes two-centre bond integrals, $E_{rep}=\sum_{i<j}\Phi(R_{ij})$ and a uniform on-site shift $\Delta^{env}_i$ per atom. $H^0$ has $\varepsilon$ on its diagonal and the bond integrals between sites; $E_{prom}=\sum_\mu\varepsilon_\mu(\rho_{\mu\mu}-N^0_\mu)$. $P_i$ projects on atom $i$, $N^0_i$ is its free-atom electron number and $q_i=\mathrm{Tr}\rho P_i-N^0_i$. Under local charge neutrality (LCN), with shifts $\Delta_i$ and $\sum_i\Delta_i=0$,

$$\mathrm{Tr}\,\delta\rho H^0-\sigma\,\delta S=-\sum_i\Delta_i\,\delta q_i, \tag{21}$$

$$F_{LCN}=E_{bond}+E_{prom}-\sigma S+E_{rep},\qquad\rho=\text{Fermi filling of }H^0+\sum_i\Delta_iP_i,\qquad q_i=0. \tag{24}$$

Replacing neutrality by an energy $\tfrac12U\sum_iq_i^2$ gives $F_U$, with $\Delta_i=Uq_i$, and

$$F_0\le F_U\le F_{LCN}. \tag{22}$$

With $\Delta$ the LCN shifts and $K$ minus the inverse of $\partial q/\partial\Delta$, to quadratic order in $q$,

$$q=(U+K)^{-1}\Delta,\qquad F_U-F_{LCN}=-\tfrac12\Delta^T(U+K)^{-1}\Delta=-\frac{\sum_i\Delta_i^2}{2U}+O(U^{-2}). \tag{23}$$

Part 1 announced three rates for atom 4 of the cluster, $0.158958$, $-0.145059$ and $-0.013899$ Ha/bohr, that add to zero. The closing program output also lists earlier LDA results for B$_2$ and triangular B$_3$, where $E_{rep}$ is the sum of electrostatic ($E_{es}$), exchange-correlation ($\Delta E_{xc}$) and overlap ($E_{ovl}$) parts and the on-site shifts depend on the orbital.

## 11. Forces

Let $\partial$ denote the derivative with respect to one nuclear coordinate. The model is a set of matrices in an orthonormal basis, and $\partial H^0$ is the derivative of the matrix elements, so the motion of the basis is already contained in it. The levels $\varepsilon$ and the occupations $N^0$ are constants, so $\partial H^0$ has intersite blocks only. Assume $\sigma>0$ and a non-singular response, so that $\rho$ and $\Delta$ are differentiable functions of the positions. Differentiating (24),

$$\partial F_{LCN}=\mathrm{Tr}\rho\,\partial H^0+\left[\mathrm{Tr}\,\partial\rho\,H^0-\sigma\,\partial S\right]+\partial E_{rep}.$$

By (21) the bracket equals $-\sum_i\Delta_i\,\partial q_i$. Neutrality holds at every geometry, so $\partial q_i=0$ and the bracket vanishes. The force on atom $k$ is

$$\mathbf F_k=-\sum_{i\ne j}\sum_{\alpha\beta}\Theta_{j\beta,i\alpha}\,\frac{\partial H^0_{i\alpha,j\beta}}{\partial\mathbf R_k}-\frac{\partial E_{rep}}{\partial\mathbf R_k}. \tag{25}$$

Splitting the bracket into its intersite and diagonal parts names the terms that cancel:

$$\sum_{i\ne j}\sum_{\alpha\beta}\partial\Theta_{j\beta,i\alpha}\,H^0_{i\alpha,j\beta}+\partial E_{prom}-\sigma\,\partial S=0. \tag{26}$$

These are the three numbers of part 1. The promotion energy has no explicit dependence on positions and contributes no term to (25), but if it were left out of the energy, the force would acquire the term $+\partial E_{prom}$, which needs the response of $\rho$.

The same calculation shows what happens when a condition is changed.

At finite $U$ the energy contains $\tfrac12U\sum_iq_i^2$, whose derivative $U\sum_iq_i\,\partial q_i=\sum_i\Delta_i\,\partial q_i$ cancels the bracket. Equation (25) holds with the bond orders of the self-consistent solution. At $U=0$ it holds because $\Delta=0$.

If non-zero shifts are applied but neutrality is not maintained, for instance if the $\Delta_i$ are frozen, the energy expression (24) has the gradient

$$\partial F=\mathrm{Tr}\rho\,\partial H^0+\partial E_{rep}-\sum_i\Delta_i\,\partial q_i. \tag{27}$$

If the eigenvalue sum of the shifted Hamiltonian is used in place of $E_{bond}+E_{prom}$, then $B=\sum_n2f_ne_n-\sigma S=\mathrm{Tr}\rho H^0+\sum_i\Delta_iN^0_i-\sigma S$ under LCN, and

$$\partial B=\mathrm{Tr}\rho\,\partial H^0+\sum_iN^0_i\,\partial\Delta_i. \tag{28}$$

The extra term needs the response of the shifts, and it depends on the arbitrary constant in the $\Delta_i$: a position-dependent constant $c$ adds $N\,\partial c$. In (12) the energy $\sum_iN^0_i\Delta^{env}_i$ sits in $\mathrm{Tr}N^0\tilde H$ and has been combined with the double-counting terms into $E_{rep}$. Adding $E_{rep}$ to $B$ would count a term of this kind a second time.

The exact Harris-Foulkes gradient has the same structure. From (5) and (1), $\partial F_{HF}=\mathrm{Tr}\rho\,\partial\tilde H+\partial E_{dc}$, and (10) gives $\partial E_{dc}=\partial E_{rep}-\mathrm{Tr}N^0\,\partial\tilde H$. Hence

$$\partial F_{HF}=\sum_{i\ne j}\sum_{\alpha\beta}\Theta_{j\beta,i\alpha}\,\partial\tilde H_{i\alpha,j\beta}+\partial E_{rep}+\sum_i\mathrm{Tr}\,(\rho_{ii}-N^0_i)\,\partial\tilde H_{ii},$$

where $N^0_i$ in the last term is again the diagonal block of occupations. That term reduces to $\sum_iq_i\,\partial\Delta^{env}_i$ for uniform shifts and vanishes for neutral atoms. For orbital-dependent shifts, such as those found in B$_3$, it survives neutrality.

As $\sigma\to0$ the entropy term disappears from (26) if the Fermi level lies in a gap. If it lies at a crossing of levels, $\rho$ can jump as the atoms move; where it does, $\mathrm{Tr}\rho\,\partial H^0$ in general jumps with it, the energy has a cusp and the derivative does not exist.

When the bond orders are not obtained by diagonalisation but from an approximate scheme, as in a bond-order potential, (21) cannot be taken for granted. A sufficient condition can be stated. Let $\Omega(H,\mu)$ be any differentiable approximation to the grand potential, and define $\rho_{\nu\lambda}=\partial\Omega/\partial H_{\lambda\nu}$ and $N=-\partial\Omega/\partial\mu$. Take as the energy $\Omega+\mu N-\sum_i\Delta_iN^0_i$, which for the exact $\Omega$ equals $\mathrm{Tr}\rho H^0-\sigma S$ under LCN. At fixed $N$ its differential is $\mathrm{Tr}\rho\,dH^0+\sum_iN_i\,d\Delta_i-N\,d\mu+N\,d\mu-\sum_iN^0_i\,d\Delta_i=\mathrm{Tr}\rho\,dH^0+\sum_iq_i\,d\Delta_i$, and (25) follows when $q_i=0$. Bond orders, charges and energy must all derive from the same $\Omega$; otherwise (25) is not the gradient of the energy being reported.

## 12. Slater-Koster form for $s$ and $p$ orbitals

Let $\mathbf d=\mathbf R_j-\mathbf R_i$, $r=|\mathbf d|$, $\mathbf l=\mathbf d/r$. In the two-centre approximation the block is cylindrically symmetric about $\mathbf l$, so $s$ and the $p$ orbital along $\mathbf l$ couple only to each other, and each of the two $p$ orbitals normal to $\mathbf l$ couples only to its parallel partner. A Cartesian orbital $p_a$ has the component $l_a$ along the bond, and the projector on the normal plane is $\Pi_{ab}=\delta_{ab}-l_al_b$. With both $p$ orbitals referred to the same axes,

$$H_{ss}=\beta_{ss\sigma},\quad H_{s,a}=l_a\beta_{sp\sigma},\quad H_{a,s}=-l_a\beta_{sp\sigma},\quad H_{ab}=l_al_b\,\beta_{pp\sigma}+\Pi_{ab}\,\beta_{pp\pi},$$

where the first index is on $i$. The minus sign arises because for $p$ on $i$ and $s$ on $j$ the vector from the $s$ site to the $p$ site is $-\mathbf l$; one function $\beta_{sp\sigma}$ is used for both orderings. With these axes $\beta_{sp\sigma}$ and $\beta_{pp\sigma}$ are positive for an attractive potential as long as only the tails of the orbitals overlap, since lobes of opposite sign then face each other. The argument does not extend to short distances. For B$_2$ the intersite elements of $\tilde H$ keep these signs at the distances computed between 1.5 and 6 bohr, but the first-order integrals (14) are both negative at 2.5 bohr (values not printed).

Let $\theta_{\alpha\beta}=\rho_{i\alpha,j\beta}$. Inserting the block into $E_{ij}=2\sum_{\alpha\beta}\theta_{\alpha\beta}H_{\alpha\beta}$ and collecting the coefficient of each integral,

$$E_{ij}=2\left(\Theta_{ss}\beta_{ss\sigma}+\Theta_{sp}\beta_{sp\sigma}+\Theta_\sigma\beta_{pp\sigma}+\Theta_\pi\beta_{pp\pi}\right), \tag{29}$$

$$\Theta_{ss}=\theta_{ss},\quad\Theta_{sp}=\sum_al_a(\theta_{s,a}-\theta_{a,s}),\quad\Theta_\sigma=\sum_{ab}l_a\theta_{ab}l_b,\quad\Theta_\pi=\sum_a\theta_{aa}-\Theta_\sigma.$$

$\Theta_{sp}$ and $\Theta_\pi$ are each a sum of two elementary bond orders.

Equation (25) requires the derivative of the block at fixed $\theta$. From $r^2=\mathbf d\cdot\mathbf d$ we get $\partial r/\partial d_c=l_c$, and $\partial l_a/\partial d_c=\delta_{ac}/r-d_al_c/r^2=\Pi_{ac}/r$. Write $H_{ab}=l_al_b(\beta_{pp\sigma}-\beta_{pp\pi})+\delta_{ab}\beta_{pp\pi}$ and use $\partial(l_al_b)/\partial d_c=(\Pi_{ac}l_b+l_a\Pi_{bc})/r$. The gradient of the bond with respect to $\mathbf d$ is then

$$G_c=2\,l_c\sum_\kappa\Theta_\kappa\beta'_\kappa+\frac2r\sum_a\Pi_{ca}\Big[\beta_{sp\sigma}(\theta_{s,a}-\theta_{a,s})+(\beta_{pp\sigma}-\beta_{pp\pi})\sum_b(\theta_{ab}+\theta_{ba})\,l_b\Big], \tag{30}$$

where $\kappa$ runs over the four channels and the prime is $d/dr$. The force from this bond is $-\mathbf G$ on atom $j$ and $+\mathbf G$ on atom $i$; the pair term gives $-\Phi'\mathbf l$ on $j$ and $+\Phi'\mathbf l$ on $i$. The first term of (30) acts along the bond. The second is transverse and involves elements of $\theta$ that mix $\sigma$ and $\pi$ character, which do not enter the energy (29). They vanish when $\rho$ is cylindrically symmetric about the bond and need not vanish otherwise.

A single bond can therefore exert a torque, but the total torque is zero. An infinitesimal rigid rotation changes the Hamiltonian by $\delta H^0=[A,H^0]$, where $A$ is the antisymmetric matrix that rotates the $p$ orbitals on each site. $A$ commutes with $\varepsilon$ and with each $P_i$, so $[A,H^0]=[A,H]$ for $H=H^0+\sum_i\Delta_iP_i$. Then $\mathrm{Tr}\rho[A,H]=\mathrm{Tr}A[H,\rho]=0$, because $\rho$ is a function of $H$.

## 13. A five-atom cluster

The model has two species with round parameters. Species A has levels $\varepsilon_s,\varepsilon_p=-0.35,-0.15$ Ha and configuration $s^2p^1$; species B has $-0.50,-0.20$ Ha and $s^2p^2$. For all pairs $\beta_\kappa(r)=\beta_\kappa^0\,e^{-0.7(r-3)}$ with $\beta^0=(-0.10,\,0.12,\,0.14,\,-0.05)$ Ha in the order $ss\sigma$, $sp\sigma$, $pp\sigma$, $pp\pi$, and $\Phi(r)=0.25\,e^{-1.5(r-3)}$ Ha, with $r$ in bohr; $\sigma=0.02$ Ha. The atoms are A at $(0,0,0)$, B at $(3,0,0)$, A at $(1.4,2.7,0)$, A at $(4.5,2.5,0.6)$ and B at $(1.6,0.9,2.6)$ bohr, numbered 1 to 5, with 17 electrons in total. The geometry is deliberately irregular and is not an equilibrium. Digits are kept to check identities of the model and describe no material.

**Charges and shifts.** Without shifts ($U=0$) the excess electron numbers are $q=(-0.0671,\,0.1836,\,-0.0602,\,-0.1260,\,0.0698)$ and $F_0=-0.44334$ Ha. Neutrality requires $\Delta=(-0.00355,\,0.01125,\,-0.00464,\,-0.00599,\,0.00292)$ Ha: the levels are raised on the two atoms that had gained electrons. The energy (24) is

$$F_{LCN}=-2.71519+0.58771-0.13754+1.82346=-0.4416\ \text{Ha},$$

printed as $-0.44157$ Ha $=-12.016$ eV. Removing a charge transfer of up to $0.18$ electron costs only $0.44334-0.44157=0.00177$ Ha. Equation (23) at $U=0$ predicts $\tfrac12\Delta\cdot q$ to quadratic order:

$$\tfrac12\,(0.000238+0.002066+0.000279+0.000755+0.000204)=0.00177\ \text{Ha}.$$

The cost is small because the shifts are small, which means that $K$ is small. The ratios $\Delta_i/q_i$ lie between $0.04$ and $0.08$ Ha and indicate the scale of $K$ for this charge pattern. The sizes quoted here belong to $\sigma=0.02$ Ha, an electronic temperature of about 6300 K, which is comparable with the spacing of the levels near the Fermi level. At $\sigma=0.002$ Ha the unshifted charges reach $0.41$ electron, the largest shift is $0.024$ Ha, the cost of neutrality is $0.0078$ Ha, the $x$ force on atom 4 is $0.100$ Ha/bohr and the frozen-shift term discussed below is 8% of it (values not printed).

At $U=0.3$ Ha, $q=(-0.0100,\,0.0311,\,-0.0125,\,-0.0172,\,0.0087)$ and $F_U=-0.44185$ Ha, which lies between $F_0$ and $F_{LCN}$ as (22) requires and as the program tests. Treating $K$ as a number for atom 2, $0.01125/0.1836=0.0613$ Ha, (23) gives $q_2=0.01125/(0.3+0.0613)=0.0311$; since $K$ is a matrix, this is a rough check only. At this $U$ the LCN energy is too high by $0.00028$ Ha relative to $F_U$, about $0.06\%$ of $|F_U|$, while the leading term of (23) gives $0.0001025/0.3=0.00034$ Ha; the next term has the opposite sign and relative size of order $K/U$. For the limit, $U(F_U-F_{LCN})=-a+b/U+\dots$ is $-0.0001024$ Ha$^2$ at both $U=50$ and $100$ Ha, and twice the second value minus the first, which removes $b$, is $-0.0001025$ Ha$^2$. The prediction is $-\tfrac12\sum_i\Delta_i^2=-\tfrac12(1.26+12.66+2.15+3.59+0.85)\times10^{-5}=-0.0001025$ Ha$^2$. The agreement is tested to $0.2\%$.

**One bond.** For atoms 2 and 4, $\mathbf d=(1.5,2.5,0.6)$ bohr and $r=\sqrt{8.86}=2.9766$ bohr. The factor $e^{0.7\times0.0234}=1.0165$ gives $\beta=(-0.10165,\,0.12198,\,0.14231,\,-0.05083)$ Ha. The bond orders are $(0.0964,\,-0.7514,\,-0.5218,\,0.6900)$. Each has the sign opposite to its integral, so every channel binds, and (29) gives

$$E_{24}=2\,(-0.00980-0.09166-0.07426-0.03507)=-0.42158\ \text{Ha}.$$

The program tests the block and (29) against an explicit rotation to the bond frame. Since all integrals have $\beta'=-0.7\beta$, the radial force on atom 4 from this bond is $0.7E_{24}\,\mathbf l=-0.2951\,\mathbf l$ Ha/bohr, directed towards atom 2. The pair term gives $+1.5\times0.25\,e^{1.5\times0.0234}\,\mathbf l=+0.3884\,\mathbf l$ Ha/bohr.

**The force on atom 4.** Summed over its four partners, the parts are, in Ha/bohr:

| part | $x$ | $y$ | $z$ |
|---|---|---|---|
| radial bond | $-0.430949$ | $-0.258578$ | $-0.065768$ |
| transverse bond | $-0.012013$ | $-0.005201$ | $-0.010275$ |
| repulsive | $0.571744$ | $0.356639$ | $0.082920$ |
| total | $0.128782$ | $0.092860$ | $0.006877$ |

The magnitude is $0.158918$ Ha/bohr $=8.172$ eV/Å. Central differences of $F_{LCN}$, with neutrality re-established at each displaced geometry, give the same six decimals; over all 15 components the largest difference is $8.1\times10^{-10}$ Ha/bohr, against a test tolerance of $10^{-6}$ Ha/bohr. The transverse part is under 3% of the radial bond force along $x$ but 9% of the net force, and along $z$ it exceeds the net force: without it the $z$ component would be $0.017152$ in place of $0.006877$ Ha/bohr. The vanishing of the total torque is tested, and so is (25) at $U=0.3$ Ha.

**The cancellation and its failure.** For the $x$ coordinate of atom 4 the explicit bond gradient is $0.430949+0.012013=0.442962$ Ha/bohr. The finite-difference derivative of $E_{bond}$ exceeds it by the bond-order response $0.158958$ Ha/bohr, and (26) reads $0.158958-0.145059-0.013899=0$. With the shifts frozen at their neutral values, the finite-difference gradient is $-0.131288$ Ha/bohr, while the bond-order expression gives $-0.128782$ Ha/bohr; the difference is the term $-\sum_i\Delta_i\,\partial q_i=-0.002506$ Ha/bohr of (27), 2% of the force. The eigenvalue expression $B$ has the gradient $0.451707$ Ha/bohr, which exceeds the explicit bond gradient by $\sum_iN^0_i\,\partial\Delta_i=0.008744$ Ha/bohr as in (28), 7% of the force in the gauge $\sum_i\Delta_i=0$. Both (27) and (28) are tested on all 15 components. The frozen-shift term is linear in the shifts, which are of order $0.01$ Ha in this cluster. For a given charge response $\partial q$ it is proportional to the component of $\Delta$ along $\partial q$, so it can be much larger when the species require larger shifts to stay neutral.

## Values computed for the example and the checks

```
B atom: E = -24.34256 Ha; eps 1s 2s 2p = -6.56465 -0.34490 -0.13654 Ha; smearing = 0.02 Ha
R = 6.0 bohr, B2 pair E_es dE_xc E_ovl E_rep = -0.00416 -0.01060 0.03472 0.01997 Ha
  B2 E_ovl second order = 0.03117 Ha; overlap 2s-2s = 0.0853
  B3 three-body/pair-sum: E_ovl -0.0580, dE_xc -0.0437
R = 3.0 bohr, B2 pair E_es dE_xc E_ovl E_rep = -0.14398 -0.13050 1.11574 0.84125 Ha
  B2 E_ovl second order = 0.32167 Ha; overlap 2s-2s = 0.4743
  B3 three-body/pair-sum: E_ovl -0.1575, dE_xc -0.0840
B3, R = 3 bohr: E_bond E_prom E_res -sigS = -2.53318 0.85792 -0.59850 -0.05579 Ha
  E_es dE_xc E_ovl E_rep = -0.43195 -0.35862 2.81989 2.02932 Ha
  3 x B2 E_rep = 2.52376 Ha
  sum of parts = -0.30022 Ha; F_HF - 3E_atom = -0.30022 Ha = -8.169 eV
  populations 1s 2s 2p(in plane) 2pz = 1.9884 0.9863 1.4117 0.6136 e
  on-site shifts 1s 2s 2p(in-plane mean) 2pz = -0.0115 0.1213 -0.0415 -0.0345 Ha
  Loewdin expansion error ratio, scale 0.02/0.01 = 7.888
  F_KS - 3E_atom = -0.28605 Ha; F_HF - F_KS = -0.01417 Ha
  HF error at input mixing 0.04, 0.02 = -2.298e-05 -5.745e-06 Ha, ratio 4.000
  quadratic term: kernel 0.01084 Ha; direct, scale 0.01 and 1: 0.01084 0.01091 Ha
Model: eps_s eps_p A -0.35 -0.15, B -0.50 -0.20 Ha; electrons 3 4 3 3 4
  beta(ss,sp,pp-sig,pp-pi) = -0.10 0.12 0.14 -0.05 Ha at r0 = 3.0 bohr, decay 0.7 /bohr
  pair repulsion 0.25 Ha at r0, decay 1.5 /bohr
  atom 1 A at 0.0 0.0 0.0 bohr
  atom 2 B at 3.0 0.0 0.0 bohr
  atom 3 A at 1.4 2.7 0.0 bohr
  atom 4 A at 4.5 2.5 0.6 bohr
  atom 5 B at 1.6 0.9 2.6 bohr
q without LCN = -0.0671 0.1836 -0.0602 -0.1260 0.0698 e; F = -0.44334 Ha
LCN shifts Delta = -0.00355 0.01125 -0.00464 -0.00599 0.00292 Ha
LCN E_bond E_prom -sigS E_rep = -2.71519 0.58771 -0.13754 1.82346 Ha
LCN F = -0.44157 Ha = -12.016 eV
bond 2-4: r = 2.9766 bohr, beta = -0.10165 0.12198 0.14231 -0.05083 Ha
  Theta(ss,sp,sigma,pi) = 0.0964 -0.7514 -0.5218 0.6900; E_24 = -0.42158 Ha
force on atom 4, bond orders = 0.128782 0.092860 0.006877 Ha/bohr
force on atom 4, finite diff = 0.128782 0.092860 0.006877 Ha/bohr
  radial bond part = -0.430949 -0.258578 -0.065768 Ha/bohr
  transverse bond part = -0.012013 -0.005201 -0.010275 Ha/bohr
  repulsive part = 0.571744 0.356639 0.082920 Ha/bohr
  |force| = 0.158918 Ha/bohr = 8.172 eV/angstrom
max |analytic - finite diff|, 15 components = 8.1e-10 Ha/bohr
d/dx4: bond response, promotion, entropy = 0.158958 -0.145059 -0.013899 Ha/bohr, sum 2.6e-10
d/dx4: explicit bond 0.442962, eigenvalue sum 0.451707, sum N0 dDelta 0.008744 Ha/bohr
frozen shifts d/dx4: finite diff -0.131288, bond order -0.128782, -sum Delta dq -0.002506 Ha/bohr
U = 0.3 Ha: q = -0.0100 0.0311 -0.0125 -0.0172 0.0087 e; F = -0.44185 Ha
U(F_U - F_LCN), U = 50, 100 Ha, extrapolated = -0.0001024 -0.0001024 -0.0001025 Ha^2
-sum Delta^2/2 = -0.0001025 Ha^2
```
